The Landsberg Limit on Solar Energy Conversion

A flat converter receives unpolarised black-body radiation at temperature Ts from every direction of the hemisphere in front of it. This is sunlight at full concentration. The converter sends radiation back into the same hemisphere, exchanges heat with surroundings at T0 < Ts, and delivers work. It runs steadily, or in cycles over which averages are taken, so it stores neither energy nor entropy. The problem is to find how much of the incident energy can become work, and what a device must do to come near that amount.

All fluxes are per unit area of the converter. We write x = T0/Ts, and efficiency means work divided by incident radiative energy. The example has Ts = 6000 K and T0 = 300 K, so x = 0.05. SI units are used, with photon energies in eV. The computed values are collected in the numerical output after the text.

**(a) Find the energy flux E(T) and the entropy flux S(T) of black-body radiation filling a hemisphere.**

*Solution.* Counting both polarisations, free space has ω²dω/(π²c³) modes per volume in the frequency interval dω. Their directions are isotropic, so a fraction dΩ/(4π) lies in the solid angle dΩ. At angle θ to the surface normal the radiation approaches the surface with velocity c cosθ. The integral of cosθ over a hemisphere is π, which gives a factor c/4. The flux of modes is therefore

ω²dω/(4π²c²).

A mode at temperature T holds on average n = 1/(e^(ħω/kT) − 1) photons. With u = ħω/kT,

E = ∫ ħω n ω²dω/(4π²c²) = (kT)⁴/(4π²ħ³c²) ∫₀^∞ u³du/(e^u − 1).

Expanding 1/(e^u − 1) = Σ e^(−mu), m = 1, 2, …, and integrating term by term gives 6 Σ 1/m⁴ = 6(π⁴/90) = π⁴/15. Hence

E(T) = σT⁴, σ = π²k⁴/(60ħ³c²).

For the entropy, let q = e^(−ħω/kT). The probability of j photons in a mode is p_j = (1 − q)q^j, and n = q/(1 − q), so q = n/(1 + n) and 1 − q = 1/(1 + n). Then

s = −k Σ p_j ln p_j = −k[ln(1 − q) + n ln q]
  = k[(1 + n)ln(1 + n) − n ln n].

Its derivative is

ds/dn = k ln[(1 + n)/n] = ħω/T.

When T rises by dT, each mode gains the entropy ħω dn/T, which is its energy gain divided by T. Summed over modes, dS = dE/T = 4σT²dT. Since S vanishes at T = 0,

S(T) = (4/3)σT³.

The ratio S/E is 4/(3T), not 1/T. A heat flow E from a reservoir at T would carry the entropy E/T; a beam of black-body radiation carries a third more.

**(b) Write the two balances and obtain the work for arbitrary outgoing radiation.**

*Solution.* Let E_out and S_out be the energy and entropy fluxes of all outgoing radiation, reflected light included. Incoming and outgoing light travel in different directions and occupy different modes, so each carries its own entropy. Let Q be the heat given to the surroundings, W the work, and G the rate of entropy generation. Work carries no entropy. Writing E_s = E(Ts) and S_s = S(Ts), we have

E_s = E_out + Q + W,
S_s + G = S_out + Q/T0, G ≥ 0.

The second line gives Q = T0(S_s + G − S_out). Inserting this in the first,

W = (E_s − T0S_s) − (E_out − T0S_out) − T0G.

The first bracket is fixed by the sun. The best converter has G = 0 and makes E_out − T0S_out as small as possible. Emission costs energy, but it also removes entropy that would otherwise have to leave as heat.

**(c) Suppose the outgoing radiation is black-body radiation at a temperature Tc. Find the best Tc and the resulting efficiency, and evaluate the example.**

*Solution.* From part (a),

φ(Tc) = E_out − T0S_out = σTc⁴ − (4/3)σT0Tc³,
dφ/dTc = 4σTc²(Tc − T0).

The derivative is negative below T0 and positive above it, so Tc = T0 is the global minimum, with φ = −σT0⁴/3. With G = 0,

W = σTs⁴ − (4/3)σT0Ts³ + (1/3)σT0⁴.

Dividing by σTs⁴ gives the Landsberg efficiency

η_L = 1 − (4/3)x + (1/3)x⁴.

The last term is positive because emission at T0 costs σT0⁴ in energy but saves (4/3)σT0⁴ in rejected heat.

For the example, the incident fluxes are E_s = 7.349×10⁷ W/m² and S_s = 16331 W/(m² K). The emitted ones are 459.3 W/m² and 2.04 W/(m² K). Therefore

Q = 300 K × (16331 − 2) W/(m² K) = 4.90×10⁶ W/m²,
W = (73.49 − 0.0005 − 4.90)×10⁶ W/m² = 6.859×10⁷ W/m²,
η_L = 1 − 0.066667 + 0.000002 = 0.9333.

The bound is 93.3 percent. Nearly all of the missing energy is heat that must carry away the entropy of the sunlight; the emitted light is negligible at full concentration.

Two forms of the result show its limits. Multiplying out confirms that

η_L = (1 − x)²(3 + 2x + x²)/3,

since (1 − 2x + x²)(3 + 2x + x²) = 3 − 4x + x⁴. The efficiency is thus positive for x < 1 and vanishes as 2(1 − x)² when the source approaches ambient temperature. The comparison with Carnot's efficiency is

(1 − x) − η_L = x/3 − x⁴/3 = x(1 − x³)/3 > 0.

In the example Carnot's value is 95.0 percent. The difference, 1.7 percentage points, comes from the larger entropy content of radiation.

**(d) Show that no other outgoing radiation does better, whatever its spectrum, photon statistics or correlations.**

*Solution.* Consider the outgoing modes that leave during a long time interval. Let H be their Hamiltonian, with energies counted from the vacuum, and ρ their density operator. Compare ρ with the thermal state ρ₀ = e^(−H/kT0)/Z. Let p_i and |i⟩ be the eigenvalues and eigenvectors of ρ, let r_m and |m⟩ be those of ρ₀, and let P_im = |⟨i|m⟩|². Each row and column of P sums to one. For y > 0 we have ln y ≥ 1 − 1/y, because the difference of the two sides has derivative (y − 1)/y² and so has its minimum, zero, at y = 1. With y = p_i/r_m,

Tr ρ(ln ρ − ln ρ₀) = Σ P_im p_i ln(p_i/r_m) ≥ Σ P_im(p_i − r_m) = 1 − 1 = 0.

Terms with p_i = 0 contribute zero on the left and a negative amount on the right, so they respect the inequality. Now −k Tr ρ ln ρ is the entropy S_ρ, and −ln ρ₀ = H/kT0 + ln Z. With the mean energy U_ρ = Tr ρH, the inequality becomes

U_ρ − T0S_ρ ≥ −kT0 ln Z = kT0 Σ ln(1 − e^(−ħω/kT0)),

where the sum runs over the outgoing modes. Equality holds for ρ = ρ₀, which is black-body radiation at T0. Since ρ was arbitrary, coherent, squeezed, spectrally narrowed and mutually correlated light are all covered. The same inequality with ρ₀ replaced by the product of the separate states of light and surroundings shows that their separate entropies add up to at least the joint entropy. Correlations between them therefore cannot make G negative.

As a numerical test, the occupation n of each mode at 300 K was multiplied by e^(0.3g), where g was a random sum of four sine waves in the logarithm of the photon energy. In all 200 trials E_out − T0S_out rose, by at least 0.11 W/m².

**(e) Replace the ideal converter by one black absorber at temperature Tc that drives a Carnot engine and radiates back towards the sun. Find its best efficiency and trace the shortfall from η_L.**

*Solution.* A black body that obeys reciprocity emits black-body radiation at its own temperature into the directions from which it absorbs. The net heat σ(Ts⁴ − Tc⁴) enters the engine at Tc. With y = Tc/Ts,

η = (1 − y⁴)(1 − x/y) = 1 − x/y − y⁴ + xy³.

Setting dη/dy = x/y² − 4y³ + 3xy² to zero and multiplying by −y² gives

4y⁵ − 3xy⁴ − x = 0.

For y between x and 1 the left side has the positive derivative 4y³(5y − 3x). It rises from x⁵ − x < 0 to 4(1 − x) > 0, so there is one root, and it is the maximum of η. In the example it lies at Tc = 2544 K, or y = 0.424:

η = (1 − 0.0323)(1 − 0.1179) = 0.854.

There are two losses. The absorber takes in the radiation entropy S_s − S(Tc) but passes on heat with the entropy (E_s − E(Tc))/Tc. The difference is generated on absorption, and the work lost, relative to E_s, is

T0G/E_s = x[(1 − y⁴)/y − (4/3)(1 − y³)]
        = (x/y)[1 − (4/3)y + (1/3)y⁴].

The bracket is the Landsberg function with y in place of x, so this loss is positive unless y = 1. The second loss is the excess of φ(Tc) over its minimum:

[φ(Tc) − φ(T0)]/E_s = y⁴ − (4/3)xy³ + (1/3)x⁴.

It vanishes at y = x. Adding the two losses, the terms ±(4/3)xy³ cancel, leaving

x/y − xy³ − (4/3)x + y⁴ + (1/3)x⁴ = η_L − η.

The split is complete. In the example the losses are 5.25 and 2.73 percent of the incident energy, which lower 93.33 to 85.36 percent, apart from rounding. Loss-free absorption asks for an absorber as hot as the sun, and loss-free emission asks for one at ambient temperature. One reciprocal black absorber cannot be both.

**(f) Show that optics with one-way paths allow η_L to be approached, and find how fast.**

*Solution.* Let ideal non-reciprocal optics guide sunlight to a first absorber, the emission of the first to a second, cooler one, and so on. The emission of the last one leaves the device. Each beam fills a full hemisphere at the next absorber. Take N equal temperature steps of size Δ = (Ts − T0)/N, with T_i = Ts − iΔ. Absorber i receives σT_(i−1)⁴, emits σT_i⁴ and drives a Carnot engine:

W_N = Σ σ(T_(i−1)⁴ − T_i⁴)(1 − T0/T_i), i = 1, …, N.

The last absorber is at T0 and gives no work. It is included so that the outgoing light has the temperature found in part (c), but leaving it out would not change W_N. For N → ∞ the sum becomes an integral:

W = ∫ 4σT³(1 − T0/T)dT from T0 to Ts
  = σ(Ts⁴ − T0⁴) − (4/3)σT0(Ts³ − T0³).

This is the work found in part (c). Each absorber now receives light only slightly hotter than itself, which removes the absorption loss.

For finite N the deficit is the difference between integral and sum:

W − W_N = Σ ∫ 4σT³T0(1/T_i − 1/T)dT from T_i to T_(i−1).

Put T = T_i + t. To leading order in Δ the bracket is t/T_i², and each integral is 4σT0T_i ∫₀^Δ t dt = 2σT0T_iΔ². The sum of T_iΔ tends to (Ts² − T0²)/2, so W − W_N → σT0Δ(Ts² − T0²). Dividing by σTs⁴ gives

η_L − η_N → x(1 − x)(1 − x²)/N = 0.0474/N.

The explicit sum for 1000 steps gives 0.0475/N. Ten steps reach 92.8 percent and a hundred reach 93.29 percent. Even two one-way absorbers, at the optimised temperatures 3903 K and 1818 K, reach 90.0 percent. The bound is thus the limit of a sequence of ideal devices, and no finite member of this sequence attains it.

**(g) Remove the concentrator. The sun stands on the surface normal with angular radius α. Find the bound when the rest of the sky radiates at T0, and again when it is cold and empty.**

*Solution.* The sun fills the fraction

f = (1/π)∫₀^α cosθ 2π sinθ dθ = sin²α

of the projected hemisphere. With the rough value α = 0.267°, f = 2.172×10⁻⁵ and the solar energy flux is fE_s = 1596 W/m². We now divide the work by this flux. The converter may still emit into the whole hemisphere, and by part (d) its best emission is black-body radiation at T0. Write E_0 = σT0⁴ and S_0 = (4/3)σT0³.

If the rest of the sky is at T0, it supplies (1 − f)E_0 and (1 − f)S_0. Then

W = fE_s + (1 − f)E_0 − E_0 − T0[fS_s + (1 − f)S_0 − S_0]
  = f[E_s − E_0 − T0(S_s − S_0)] = fE_sη_L.

The bound remains 93.3 percent. Outside the solar disc, incoming and outgoing radiation cancel.

If the rest of the sky sends nothing, then

W = fE_s − E_0 − T0(fS_s − S_0) = fσTs⁴(1 − 4x/3) + σT0⁴/3,
W/(fE_s) = 1 − (4/3)x + x⁴/(3f).

The last term is now (459.3/3)/1596 = 0.096, and the bound is 102.9 percent. This breaks no law. The rejected heat is

Q = 300 K × (2.1716×10⁻⁵ × 16331 − 2.0413) W/(m² K) = −506 W/m².

The negative sign means that the surroundings supply heat. The converter also acts as an engine between warm surroundings and a cold sky, while the denominator counts sunlight alone. The familiar 93.3 percent therefore needs either a sky at ambient temperature or enough concentration to make x⁴/(3f) negligible, where f is then the fraction of the projected hemisphere filled by the concentrated sunlight. A thousandfold concentration is already enough.

The bound is independent of concentration in the first case, but the reciprocal black absorber of part (e) is not. Under one sun, with the rest of the sky at T0, its efficiency is

η = [fE_s + (1 − f)E_0 − σTc⁴](1 − T0/Tc)/(fE_s).

The maximum is 11.8 percent, at Tc = 370 K, against 85.4 percent at full concentration. The absorber receives sunlight only from a small disc but emits into the whole hemisphere.

**(h) Estimate the bound when a lossless diffuser spreads unconcentrated sunlight over the hemisphere, and compare the model with real solar conversion.**

*Solution.* Spreading the light evenly, without changing photon energies, reduces the solar occupation from n_s to fn_s and fills 1/f times as many modes. For n ≪ 1 the entropy of a mode is approximately kn(1 − ln n), or k(1 − ln n) per photon. Dilution by f thus adds k ln(1/f) per photon, and the work lost per photon is kT0 ln(1/f) = 0.278 eV. The mean solar photon energy is 1.397 eV, so the loss is about 19.9 percent of the incident energy, which leaves 73.5 percent.

This estimate treats all sunlight as dilute and ignores ambient radiation. The full mode sum, with occupation fn_s + (1 − f)n_0 and n_0 the occupation at T0, gives 74.1 percent. No energy has been lost in the diffuser; the loss of direction alone lowers the bound by 19 percentage points. Both values treat the outgoing modes as independent thermal modes. A fixed lossless scatterer mixes modes reversibly: the joint entropy stays the same, and the extra entropy of the single modes is offset by correlations between them. The lower bound therefore applies to a converter that cannot use these correlations to undo the scattering.

The model's sun is somewhat too hot. Its one-sun flux of 1596 W/m² exceeds the roughly 1400 W/m² that arrives above the atmosphere. A source at 5800 K lowers the limit to 93.1 percent, a small change. A device surface at 330 K, with heat still rejected at 300 K, costs 0.66 percent of the solar energy under one sun and about 10⁻⁵ percent at full concentration. Atmospheric absorption and the detailed solar spectrum are left out.

Commercial silicon modules convert roughly 20 percent of sunlight, far below η_L. They work without one-way optics and with a single band gap, so photons below the gap are lost, and for the others most of the photon energy in excess of the gap becomes heat. Those gap losses are not computed here. What is computed here is the price of replacing the ideal converter by a single black absorber with a Carnot engine: the best efficiency falls from 93.3 to 85.4 percent at full concentration, and to 11.8 percent under one sun with the rest of the sky at T0, where the absorber also emits into directions from which no sunlight comes. The last value does not bound a silicon cell, which does not have to become hot to deliver work. It runs near ambient temperature, where its thermal emission is largely balanced by radiation absorbed from the surroundings, and its voltage raises the emission mainly at photon energies near the gap and above it. The Landsberg limit bounds both kinds of device at full concentration or when the rest of the sky is at T0; under a cold, empty sky the higher bound of part (g) applies instead. Neither bound predicts the efficiency of either device.

Numbers as computed

```
source temperature: 6000 K
ambient temperature: 300 K
temperature ratio x: 0.0500
incident energy flux: 7.34881e+07 W/m2
incident entropy flux: 1.63307e+04 W/(m2 K)
emitted energy flux at ambient: 459.30 W/m2
emitted entropy flux at ambient: 2.0413 W/(m2 K)
heat rejected to surroundings: 4.89859e+06 W/m2
maximum work flux: 6.85890e+07 W/m2
Landsberg efficiency from mode sums: 93.3335 %
Landsberg efficiency from formula: 93.3335 %
term 4x/3: 6.6667 %
term x^4/3: 0.000208 %
Carnot efficiency: 95.00 %
best emission temperature found: 300.000 K
random emitted spectra tried: 200
smallest work cost among them: 1.135e-01 W/m2
random photon statistics tried: 400
smallest free-energy cost: 1.840e-05 kT0
one reciprocal absorber, best temperature: 2544.3 K
one reciprocal absorber, efficiency: 85.36 %
  loss by entropy made on absorption: 5.25 %
  loss by exergy of emitted light: 2.73 %
two one-way absorbers, temperatures: 3903 K, 1818 K
two one-way absorbers, efficiency: 90.03 %
one-way cascade, 10 equal steps: 92.7705 %
one-way cascade, 100 equal steps: 93.2854 %
one-way cascade, 1000 equal steps: 93.3288 %
N times deficit at 1000 steps: 0.04745 (no unit)
predicted limit of N times deficit: 0.04738 (no unit)
solar half-angle, rough input: 0.267 degrees
solar fraction f of hemisphere: 2.1716e-05 (no unit)
one-sun energy flux of the model: 1595.8 W/m2
one-sun bound, sky at ambient: 93.3335 %
one-sun bound, cold empty sky: 102.93 %
one-sun black absorber, best temperature: 370.0 K
one-sun black absorber, efficiency: 11.77 %
warm surface temperature: 330 K
warm-surface loss, full concentration: 1.42e-05 %
warm-surface loss, one sun: 0.66 %
alternative source temperature: 5800 K
limit for that source: 93.10 %
mean solar photon energy: 1.3966 eV
bound behind lossless diffuser: 74.08 %
estimate from kT0 ln(1/f) per photon: 73.46 %
```
